\section*{Equalizing Backscattered Background with a Complementary Exposure in Electron-Beam Lithography}

\section*{The problem}

An electron beam writing a resist film deposits energy near its point of entry and, through electrons scattered back from the substrate, over a much wider area. A feature in a dense region therefore sits on a higher background than an isolated one. In the GHOST method the complement of the pattern is also exposed, with a broad, defocused beam. This problem asks what dose that second exposure needs, how broad its beam should be, and how flat the background can become.

The resist response is taken as linear in dose, and the substrate as uniform and laterally unbounded. The energy deposited around a point exposure is modelled by two Gaussians,
\begin{equation}
f=\frac{g_\alpha+\eta g_\beta}{1+\eta},\qquad g_s(\mathbf r)=\frac{e^{-r^2/s^2}}{\pi s^2},\qquad \beta>\alpha>0,\quad \eta>0 .
\end{equation}
Here $\alpha$ is the forward-scattering radius, including the focused spot, $\beta$ is the backscatter radius, and $\eta$ is the ratio of backscattered to forward energy. Each $g_s$ has unit integral, and so has $f$. The pattern $P(\mathbf r)$ is 1 where the resist is written and 0 elsewhere; averaged over fine detail, it is a density between 0 and 1. It is written at unit incident dose. The complement $1-P$ receives incident dose $d$ through an extra blur $h$ of unit integral. A star denotes convolution, and energies are in units of the level inside a large written area.

\section*{(a) The dose}

\textbf{Question.} Call all deposited energy except the sharp part $P*g_\alpha/(1+\eta)$ the background $B$. Which $d$ gives the same background deep inside a large pad and far outside it?

\textbf{Solution.} The total energy is $P*f+d\,(1-P)*h*f$. Removing the sharp part leaves
\begin{equation}
B=\frac{\eta}{1+\eta}P*g_\beta+d\,(1-P)*h*f .
\end{equation}
A constant convolved with a kernel of unit integral is unchanged. Deep inside the pad $P=1$ throughout the range of the kernels, so $B=\eta/(1+\eta)$. Far outside $P=0$, so $B=d$. Equality requires
\begin{equation}
d=\frac{\eta}{1+\eta}.
\end{equation}
The shape of $h$ has not entered. A region of uniform density $\rho$ is also corrected, since $\rho\eta/(1+\eta)+d(1-\rho)=\eta/(1+\eta)$. The denominator $1+\eta$ appears because the correcting electrons deposit both forward and backscattered energy, and far from the pattern all of it counts as background.

\section*{(b) The beam that would flatten every pattern}

\textbf{Question.} With this dose, which $h$ makes $B$ uniform for every pattern?

\textbf{Solution.} Since $1*h*f=1$,
\begin{equation}
B=\frac{\eta}{1+\eta}+P*K,\qquad K=\frac{\eta}{1+\eta}\,(g_\beta-h*f),\qquad \int K\,d^2r=0 .
\end{equation}
If $P*K$ vanishes for every pattern, it vanishes for small discs centred anywhere. The average of $K$ over every small disc is then zero, and hence $K=0$.

With $\hat g(\mathbf k)=\int g\,e^{-i\mathbf k\cdot\mathbf r}d^2r$, the Gaussians have $\hat g_s=e^{-k^2s^2/4}$, and convolutions become products. The condition $\hat h\hat f=\hat g_\beta$ gives
\begin{equation}
\hat h=\frac{(1+\eta)\,\hat g_\beta}{\hat g_\alpha+\eta\,\hat g_\beta}
=\frac{1+\eta}{e^{\gamma^2k^2/4}+\eta},\qquad \gamma^2=\beta^2-\alpha^2,
\end{equation}
after numerator and denominator are multiplied by $e^{k^2\beta^2/4}$. For $\eta\to0$ this tends to $e^{-\gamma^2k^2/4}$, a Gaussian of radius $\gamma$, which is close to $\beta$ when $\alpha\ll\beta$. A beam of backscatter size is then the weak-backscatter limit of the ideal one.

\section*{(c) Can that beam be made?}

\textbf{Question.} A real beam has $h\ge0$. Is this possible for the result of (b)?

\textbf{Solution.} Consider the line-integrated profile $p(x)=\int h\,dy$, which cannot be negative if $h$ is not. It is
\begin{equation}
p(x)=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{1+\eta}{e^{\gamma^2k^2/4}+\eta}\,e^{ikx}\,dk .
\end{equation}
The integrand has poles where $e^{\gamma^2k^2/4}=-\eta$, that is, where $\gamma^2k^2/4=\ln\eta+i(2m+1)\pi$ with integer $m$. For a complex number $a+ic$, the squared imaginary part of its root is $(\sqrt{a^2+c^2}-a)/2$, which grows with $|c|$. The poles of the upper half-plane nearest the real axis therefore have $c=\pm\pi$. They are $k_0$ and $-k_0^*$, with
\begin{equation}
k_0=\frac2\gamma\sqrt{\ln\eta+i\pi}.
\end{equation}
For $x>0$, shift the contour upwards past these two poles but not to the next. On the shifted line the integrand still falls as a Gaussian in $\operatorname{Re}k$, so the ends contribute nothing, and the remaining integral decays faster in $x$ than the pole terms. At $k_0$ the derivative of the denominator is $(\gamma^2k_0/2)(-\eta)$, so this pole contributes
\begin{equation}
T=i\,\frac{1+\eta}{-\eta\gamma^2k_0/2}\,e^{ik_0x}=-\frac{2i(1+\eta)}{\eta\gamma^2k_0}\,e^{ik_0x}.
\end{equation}
The pole at $-k_0^*$ contributes $T^*$. Hence $p(x)\approx2\operatorname{Re}T$ at large $x$. Because $\operatorname{Re}k_0\ne0$, this oscillates in sign under a decaying envelope, so $p$, and with it $h$, is negative somewhere. Within the two-Gaussian model, no physical beam flattens the background of every pattern, for any $\eta>0$.

For $\alpha=0.1\,\mu$m, $\beta=10\,\mu$m and $\eta=0.75$, round parameters used from here on, $k_0=0.2395+0.2624i$ per $\mu$m. The profile first turns negative at about $16.6\,\mu$m, and its minimum is $-1.5\%$ of its central value. The negative part of this profile is shallow. How well an ordinary Gaussian beam does is worked out next.

\section*{(d) A Gaussian beam and slowly varying density}

\textbf{Question.} Let $h=g_b$. Find the leading background error when the density varies slowly over the distance $\beta$.

\textbf{Solution.} Convolved Gaussians add their squared radii, so
\begin{equation}
K=\frac{\eta}{1+\eta}\left[g_\beta-\frac{g_{\sqrt{b^2+\alpha^2}}+\eta\,g_{\sqrt{b^2+\beta^2}}}{1+\eta}\right].
\end{equation}
At small $k$, $\hat g_s\approx1-k^2s^2/4$. The constants cancel, and
\begin{align}
\hat K&\approx\frac{\eta}{1+\eta}\,\frac{k^2}{4}\left[\frac{(b^2+\alpha^2)+\eta(b^2+\beta^2)}{1+\eta}-\beta^2\right]\nonumber\\
&=\frac{\eta}{1+\eta}\,\frac{k^2}{4}\left[b^2-\frac{\gamma^2}{1+\eta}\right].
\end{align}
Since $k^2$ stands for $-\nabla^2$,
\begin{equation}
B-\frac{\eta}{1+\eta}\approx-\frac{\eta}{4(1+\eta)}\left[b^2-\frac{\gamma^2}{1+\eta}\right]\nabla^2P .
\end{equation}
With $b=\beta$ the bracket is positive. At a density maximum, where $\nabla^2P<0$, the background is then too high: the correction has been spread too widely. The leading error vanishes for $b=\gamma/\sqrt{1+\eta}=7.56\,\mu$m.

For $P=\frac12(1+\cos qx)$ with period $320\,\mu$m, the largest $|\nabla^2P|$ is $q^2/2=1.928\times10^{-4}\,\mu\mathrm m^{-2}$. With $b=\beta$ the law gives
\[
0.10714\times(100-57.14)\times1.928\times10^{-4}=8.85\times10^{-4},
\]
while direct convolution gives $8.73\times10^{-4}$. The difference is the next order. For $\alpha\to0$ and $v=q^2\beta^2/4=0.0096$, $\hat K\propto e^{-v}-e^{-2v}\approx v(1-\frac32v)$, a reduction of $1.4\%$. With the unrounded $b=\gamma/\sqrt{1+\eta}=7.5589\,\mu$m the computed error falls to $2.4\times10^{-6}$ in magnitude; at this level the rounding of $b$ matters, and $b=7.56\,\mu$m gives $2.1\times10^{-6}$.

\section*{(e) A straight edge}

\textbf{Question.} Let the pattern fill $x>0$. Find the background error $R(x)$, and decide whether the beam with the smallest worst error is wider or narrower than $\beta$.

\textbf{Solution.} A half-plane convolved with $g_s$ is
\begin{equation}
\frac1{s\sqrt\pi}\int_{-\infty}^{x}e^{-t^2/s^2}dt=\frac12\left[1+\operatorname{erf}\frac xs\right].
\end{equation}
Applying this to each term of $K$, the constants cancel and
\begin{equation}
R(x)=\frac{\eta}{2(1+\eta)}\left[\operatorname{erf}\frac x\beta-\frac{\operatorname{erf}\frac{x}{\sqrt{b^2+\alpha^2}}+\eta\operatorname{erf}\frac{x}{\sqrt{b^2+\beta^2}}}{1+\eta}\right].
\end{equation}
This is odd in $x$, so the background at the edge itself is right for every $b$.

For $b=\beta$ both composite radii exceed $\beta$, so $R>0$ for all $x>0$. At fixed $x>0$, $R$ increases with $b$. A wider beam therefore raises a positive error everywhere inside and is worse. For a slightly narrower beam, let the positive maximum lie at $x_b$. Then $R_b(x_b)<R_\beta(x_b)\le\max R_\beta$, so the maximum has dropped. Any negative values that appear are small by continuity. The best beam for an edge is therefore narrower than $\beta$.

For $b=\beta$ and $\alpha\to0$,
\begin{equation}
R=\frac{\eta^2}{2(1+\eta)^2}\left[\operatorname{erf}\frac x\beta-\operatorname{erf}\frac x{\sqrt2\,\beta}\right].
\end{equation}
Its derivative vanishes when $e^{-x^2/\beta^2}=e^{-x^2/2\beta^2}/\sqrt2$, or $x=\beta\sqrt{\ln2}=8.3\,\mu$m. The error there is $0.09184\times(0.7610-0.5949)=0.0153$. The best edge beam, found numerically, has $b=8.06\,\mu$m and a worst error of $0.0028$.

\section*{(f) The worst pattern}

\textbf{Question.} For a given $b$, how large can the background error be for any pattern at all?

\textbf{Solution.} The error is an integral of $K$ weighted by values of $P$ between 0 and 1. It is largest when $P=1$ exactly where $K>0$, and most negative for the complementary choice. As $\int K=0$, the positive and negative parts of $K$ have equal weight, so
\begin{equation}
\left|B-\frac{\eta}{1+\eta}\right|\le\frac12\int|K|\,d^2r,
\end{equation}
and the limit is reached. For $b=\beta$ and $\alpha\to0$, the two terms in $g_\beta$ combine to give
\begin{equation}
K=\frac{\eta^2}{(1+\eta)^2}\left(g_\beta-g_{\sqrt2\,\beta}\right).
\end{equation}
This is positive when $e^{-r^2/2\beta^2}>\frac12$, that is, inside a disc of radius $\beta\sqrt{2\ln2}=11.8\,\mu$m. A disc of radius $r$ contains the fraction $1-e^{-r^2/s^2}$ of $g_s$, here $\frac34$ and $\frac12$. The greatest error is
\begin{equation}
\frac{\eta^2}{4(1+\eta)^2}=\frac{0.5625}{4\times3.0625}=0.0459 .
\end{equation}
A two-dimensional convolution gives the same value at the centre of the disc. In the limit $\alpha\to0$ the error is of second order in $\eta$, whereas the uncorrected background varies over the first-order range $\eta/(1+\eta)$. A finite $\alpha$ adds a term of order $\eta\alpha^2/\beta^2$, which is negligible as long as $\eta\gg\alpha^2/\beta^2$. This is how far a beam of backscatter size equalizes: well for weak backscatter, and incompletely for $\eta$ near 1.

The table compares four beams, including one with $b=\beta/(1+\eta)^{1/4}$, labelled customary, which is evaluated here and not derived. Errors are in units of the large-area level; the uncorrected background ranges from 0 to $0.429$.

\begin{center}
\begin{tabular}{lccc}
Beam & $b$ ($\mu$m) & Worst at edge & Worst pattern\\
\hline
$\beta$ & 10.00 & 0.0153 & 0.0459\\
customary & 8.69 & 0.0054 & 0.0183\\
best at edge & 8.06 & 0.0028 & 0.0219\\
slow density & 7.56 & 0.0073 & 0.0317
\end{tabular}
\end{center}

The best width depends on the criterion. Of these four, the customary beam has the smallest error over all patterns, although another is better at a single edge.

\section*{(g) Line widths and the price in contrast}

\textbf{Question.} What do these background errors do to printed widths, and what does the correction cost?

\textbf{Solution.} At the nominal edge of a feature wide against $\alpha$, the sharp part is $\frac12/(1+\eta)$. With the equalized background the edge level is
\begin{equation}
E_{\rm edge}=\frac{\frac12+\eta}{1+\eta}=\frac{1.25}{1.75}=0.714,
\end{equation}
whatever the surroundings. Let the resist print at this level. The slope of the sharp part at the edge is $1/[(1+\eta)\alpha\sqrt\pi]$, so a small background error $\Delta B$ moves the edge of the written area outwards by
\begin{equation}
\delta=\sqrt\pi\,\alpha(1+\eta)\,\Delta B=(310\ \mathrm{nm})\,\Delta B .
\end{equation}
This is first order: it needs $|\delta|\ll\alpha$ and a background gradient small against the sharp slope.

Take three features of nominal width 1000 nm: a space in a large pad, a line in a grating of equal lines and spaces, and an isolated line. Without correction their edge levels are $0.690$, $0.500$ and $0.310$. Printing at $0.500$ makes the grating correct, but the space and the isolated line are both 863 nm wide. The two agree because exchanging $P$ and $1-P$ turns the uncorrected energy $E$ into $1-E$, which leaves the level $\frac12$ in place. With the customary correction beam the edge levels become $0.7138$, $0.7143$ and $0.7148$, and all three widths lie within 0.3 nm of nominal.

These features lie far from pad edges. A harder case is a 1000 nm space centred where $|R|$ is greatest inside a pad edge. For $b=\beta$ this depth is $8.3\,\mu$m, with $R=0.01525$. The space itself removes a strip of pattern $1\,\mu$m wide, which lowers $\Delta B$ by about
\[
\frac{\eta^2}{(1+\eta)^2}\,\frac{1\,\mu\mathrm m}{\beta\sqrt\pi}\left(1-\frac1{\sqrt2}\right)=0.1837\times0.0564\times0.293=0.00304 .
\]
Both edges of the written area advance into the space, so its width changes by about $-2\times310\times0.0122=-7.6$ nm. Direct convolution gives $-7.56$ nm, and $-3.07$ nm for the customary beam at its own worst depth, $11.5\,\mu$m.

The cost in the image is contrast, $C=(E_{\max}-E_{\min})/(E_{\max}+E_{\min})$. In the grating, at line and space centres, the uncorrected levels are $(1+\eta/2)/(1+\eta)$ and $(\eta/2)/(1+\eta)$. After correction they are $1$ and $\eta/(1+\eta)$. Thus
\begin{equation}
C_{\rm before}=\frac1{1+\eta}=0.571,\qquad C_{\rm after}=\frac1{1+2\eta}=0.400 .
\end{equation}
The edge slope is unchanged but the level at the edge is higher, so a common relative dose error $\epsilon$ moves an edge by $\epsilon\sqrt\pi\,\alpha(\frac12+\eta)$. For $1\%$ this first-order estimate is 2.2 nm, against 1.55 nm in the uncorrected grating, where $\eta$ is replaced by $\eta/2$. The comparison holds for the grating only: the uncorrected isolated line, printed at $0.500$ away from the steepest point of its profile, moves by about 2.4 nm per edge.

The correction does not restore the sharp part of features comparable with $\alpha$, whose peak energy is reduced by forward scattering and the finite spot. If the substrate changes across the layout so that $\eta$ differs from place to place, a single dose $\eta/(1+\eta)$ cannot suit every region. The numerical output lists the simulated values.

\section*{Numbers as computed}
\begin{verbatim}
alpha = 0.10 um, beta = 10.0 um, eta = 0.75
gamma = 9.9995 um
relative dose eta/(1+eta) = 0.42857
dose solved by simulation, b = beta:   0.42857
dose solved by simulation, b = beta/2: 0.42857
uncorrected background range: 0 to 0.42857
Residual background (large-area level = 1):
 beta: b = 10.000 um, edge max 0.01525, any pattern 0.04593
 customary: b = 8.694 um, edge max 0.00544, any pattern 0.01833
 slow-density: b = 7.559 um, edge max 0.00735, any pattern 0.03175
 best at edge: b = 8.057 um, edge max 0.00283, any pattern 0.02188
closed bound, b = beta, alpha -> 0: 0.04592
disc radius reaching it: 11.774 um
disc centre residual, 2D simulation: 0.04592
slow density, period 320 um, b = beta:
 max residual simulated 8.726e-04
 max residual from law  8.853e-04
 simulated, slow-density beam 2.413e-06
Ideal signed beam, line-integrated profile:
 pole k0 = 0.2395 + 0.2624 i per um
 first negative at x = 16.60 um
 minimum / central value = -0.01501
print level: uncorrected 0.50000, GHOST 0.71429
Features of nominal width 1000 nm, customary beam:
 space in pad: edge level 0.6902 -> 0.7138
   width 863.3 nm -> 1000.3 nm
 grating line: edge level 0.5000 -> 0.7143
   width 1000.0 nm -> 1000.0 nm
 isolated line: edge level 0.3098 -> 0.7148
   width 863.3 nm -> 1000.3 nm
grating contrast: 0.5714 -> 0.4000
1000 nm space at worst depth inside a pad edge:
 b = 10.000 um, depth 8.3 um:
   width error -7.56 nm, first order -7.56 nm
 b = 8.694 um, depth 11.5 um:
   width error -3.07 nm, first order -3.07 nm
\end{verbatim}
